# Band-filling contribution to the luminescence width of heavily doped silicon

## Question

A silicon layer contains $n=10^{20}\ \text{cm}^{-3}$ conduction electrons, all supplied by ionized donors. They are shared equally by six equivalent valleys. Near its minimum each valley is taken as parabolic, with twofold spin and density-of-states mass $m=0.32\,m_e$. A few holes are created by light, and the luminescence is recorded at low temperature.

Use $\hbar^2/2m_e=38.10\ \text{meV nm}^2$ and $k_BT=0.345$ meV at 4 K. The relative permittivity is 11.7, for which the donor radius $a=\hbar^2/(mC)$, with $C=e^2/(4\pi\varepsilon_0\varepsilon_r)$, is 1.935 nm.

**(a)** Find the Fermi wave vector and the Fermi energy measured from the valley bottom. Show which mass belongs in the formula when the valleys are ellipsoids.

**(b)** Derive the shape of one emission branch as $T\to0$. Give its base width, its full width at half maximum and its mean energy.

**(c)** Extend the line shape to finite temperature. Explain what the holes add, and find the limit in which the electrons are no longer degenerate.

**(d)** Estimate the effects of ellipsoidal masses, nonparabolicity, hole filling and a phonon replica.

**(e)** Estimate how much exchange between the electrons changes the occupied bandwidth, without and with static screening.

**(f)** Estimate the broadening by randomly placed donors, and say what the answer to (b) means for a real layer.

## Model answers

### (a) Filling the valleys

In a volume $\Omega$, wave vectors have density $\Omega/(2\pi)^3$. With two spin states per wave vector, a filled sphere of radius $k_F$ in one valley holds the density

$$\frac n6=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.$$

Therefore

$$k_F=\left(\frac{3\pi^2n}{6}\right)^{1/3},\qquad E_F=\frac{\hbar^2}{2m}\left(\frac{3\pi^2n}{6}\right)^{2/3}.$$

Since $10^{20}\ \text{cm}^{-3}=0.1\ \text{nm}^{-3}$,

$$k_F=(0.4935)^{1/3}\ \text{nm}^{-1}=0.790\ \text{nm}^{-1},$$

$$E_F=\frac{38.10}{0.32}\,(0.7902)^2\ \text{meV}=74.35\ \text{meV}\approx 74\ \text{meV}.$$

Now let a valley have longitudinal mass $m_l$ and two equal transverse masses $m_t$. The surface of energy $E$ is an ellipsoid with semi-axes $\sqrt{2m_lE}/\hbar$, $\sqrt{2m_tE}/\hbar$ and $\sqrt{2m_tE}/\hbar$. Its volume is

$$\frac{4\pi}{3}\,\frac{(2E)^{3/2}}{\hbar^3}\sqrt{m_lm_t^2}.$$

A sphere belonging to mass $m$ has volume $(4\pi/3)(2mE)^{3/2}/\hbar^3$. The two hold equally many states at every energy if

$$m=(m_lm_t^2)^{1/3}.$$

This is the mass of one valley. One may instead describe all six valleys by a single sphere with mass $6^{2/3}m=1.057\,m_e$, and this again gives 74.35 meV. Using that larger mass and also dividing the density by six counts the valleys twice and gives 22.5 meV. Putting all the electrons in one valley of mass $0.32\,m_e$ gives 245.5 meV.

A direct count supports the continuum formula. Take a cube of side 200 nm whose wave functions repeat from face to face up to a fixed phase. This shifts the grid of allowed wave vectors off the origin and separates many, though not all, of the levels that would otherwise coincide. Each valley and spin must receive $0.1\times200^3/12\approx66\,667$ electrons. Filling the discrete levels in order of energy puts the highest occupied one at 74.35 meV.

### (b) The low-temperature emission branch

The conduction minima and the valence-band top lie at different wave vectors. A phonon or an impurity must therefore supply crystal momentum. Assume that the transition matrix element is the same for all occupied electron states. Then every occupied electron can recombine with a hole at the band top, and there is no rule requiring equal electron and hole wave vectors. The slow dependence of the emission rate on photon energy is also neglected. Including it would leave the base width unchanged. For a reduced gap near 1.1 eV, a rate growing as the first to third power of the photon energy would lower the half-maximum width found below by about 3 to 10%.

Let $E$ be the electron energy above the valley bottom. The photon energy is

$$\hbar\omega=E_0+E,$$

where $E_0$ is the reduced gap, less the phonon energy if a phonon is emitted. A rigid reduction of the gap moves $E_0$ and leaves the width unchanged.

The number of electron states below $E$ is proportional to $E^{3/2}$, so the density of states is proportional to $\sqrt E$. At zero temperature

$$I(E)\propto\begin{cases}\sqrt E,&0<E<E_F,\\0,&\text{otherwise.}\end{cases}$$

The branch starts at the valley bottom and ends abruptly at the Fermi level. Its **base width** is therefore $E_F\approx74$ meV, which is the occupied-electron contribution asked for.

The maximum intensity is at $E_F$. Half of it is reached where

$$\sqrt E=\tfrac12\sqrt{E_F}\quad\Rightarrow\quad E=\tfrac14E_F.$$

The upper half-maximum point is the sharp edge itself, so

$$\text{FWHM}=E_F-\tfrac14E_F=\tfrac34E_F=55.8\ \text{meV}.$$

The word "width" must thus be defined before a spectrum is compared with 74 meV.

The mean energy is

$$\langle E\rangle=\frac{\int_0^{E_F}E^{3/2}dE}{\int_0^{E_F}E^{1/2}dE}
=\frac{\frac25E_F^{5/2}}{\frac23E_F^{3/2}}=\frac35E_F.$$

The fraction of photons with $E<E_F/4$ is $(1/4)^{3/2}=1/8$. The filled levels of the cube in (a) give 0.6000 for $\langle E\rangle/E_F$ and 0.1250 for this fraction.

Because $E_F\propto n^{2/3}$ at fixed mass and valley number, halving the density multiplies both widths by $2^{-2/3}\approx0.63$.

### (c) Finite temperature

Let $h$ be the hole energy measured downwards from the valence-band top. The photon energy above $E_0$ is now the sum $E=\varepsilon+h$ of an electron and a hole energy. For a parabolic hole band and holes dilute enough to obey Boltzmann statistics,

$$I(E)\propto\int_0^E d\varepsilon\,\sqrt{\varepsilon}\,f(\varepsilon)\,\sqrt{E-\varepsilon}\;e^{-(E-\varepsilon)/k_BT},$$

with $f(\varepsilon)=[e^{(\varepsilon-\mu)/k_BT}+1]^{-1}$. The chemical potential $\mu$ is fixed by the electron density. The hole mass enters as a constant factor and does not affect this shape.

The electron and hole energies are independently distributed in this model, so their variances add. For the electrons at $T=0$, the mean square energy is $(2/7)/(2/3)E_F^2=\frac37E_F^2$, and

$$\sigma_e^2=\left(\frac37-\frac9{25}\right)E_F^2=\frac{12}{175}E_F^2,
\qquad \sigma_e=0.262\,E_F=19.5\ \text{meV}.$$

For the holes, the weight $\sqrt h\,e^{-h/k_BT}$ gives $\langle h\rangle=\frac32k_BT$ and $\langle h^2\rangle=\frac{15}{4}(k_BT)^2$. Hence

$$\sigma_h^2=\left(\frac{15}{4}-\frac94\right)(k_BT)^2=\frac32(k_BT)^2.$$

At 4 K, $\sigma_h=0.42$ meV, which is small beside $\sigma_e$. At 300 K, $k_BT=25.9$ meV and $\sigma_h=31.7$ meV, which exceeds the zero-temperature electron spread. Room-temperature luminescence therefore does not display the Fermi energy directly as its width.

Variances do not determine the half-maximum width of an asymmetric line, so that width needs the full integral. Numerical evaluation at fixed density and masses gives 56.4 meV at 4 K, 63.9 meV at 77 K and 110.1 meV at 300 K. At 0.4 K it gives 55.84 meV, close to the limiting value 55.76 meV.

In the opposite, nondegenerate limit, $f(\varepsilon)\propto e^{-\varepsilon/k_BT}$. The exponentials combine into $e^{-E/k_BT}$ and leave

$$\int_0^E\sqrt{\varepsilon(E-\varepsilon)}\,d\varepsilon=\frac{\pi E^2}{8},$$

because the integral is half the area of a circle of diameter $E$. Thus

$$I(E)\propto E^2e^{-E/k_BT}.$$

Setting the derivative to zero puts the peak at $E=2k_BT$. The shape depends on $E/k_BT$ alone, so its width is proportional to $T$ and no longer contains the density. The present layer is not in this limit at 300 K, since $E_F/k_BT\approx2.9$.

### (d) Band shape, holes and phonons

**Ellipsoidal masses.** Rough silicon values $m_l=0.92\,m_e$ and $m_t=0.19\,m_e$ give $m=0.321\,m_e$ and $E_F=74.0$ meV. Anisotropy itself causes no change once the correct density-of-states mass is used; the small shift comes from rounding that mass to 0.32.

**Nonparabolicity.** Take $E(1+\alpha E)=\hbar^2k^2/2m$ with the rough value $\alpha=0.5\ \text{eV}^{-1}$. State counting fixes $k_F$ as before, so the right-hand side at the Fermi surface is still $\gamma=0.07435$ eV. The positive root is

$$E_F'=\frac{-1+\sqrt{1+4\alpha\gamma}}{2\alpha}
=\left(\sqrt{1.1487}-1\right)\text{eV}=71.8\ \text{meV}.$$

The base width falls by about 3% relative to the parabolic result.

**Hole filling.** Strong pumping may produce $10^{17}$ holes per $\text{cm}^3$. In one parabolic band of rough mass $0.55\,m_e$, these have a zero-temperature Fermi energy of 1.4 meV. The largest photon energy becomes $E_0+E_F+1.4$ meV, so the base widens by that amount. At 4 K this exceeds $k_BT$, and Boltzmann statistics would no longer apply to the holes. The 4 K line in (c) assumes a much lower hole density, although its half-maximum width changes by less than 0.1 meV when $10^{17}\ \text{cm}^{-3}$ holes are given Fermi–Dirac statistics.

**Phonon replica.** Emission of a transverse-optical phonon, of rough energy 58 meV, produces a copy of the branch displaced downwards by 58 meV. The no-phonon and replica branches together span

$$74.4+58=132.4\ \text{meV}.$$

They overlap over about 16 meV. Their relative strengths determine whether the sum has one or two separate regions above half its maximum, but they do not change its ideal outer edges. An unresolved pair of branches must therefore be separated before a width is interpreted as $E_F$.

### (e) Exchange and screening

Exchange lowers the energy of an electron through its interaction with electrons of the same spin. Only the difference between the lowering at the valley bottom and at $k_F$ changes the occupied bandwidth. Within one valley, to first order in a static interaction with screening wave vector $\kappa$, the lowering is

$$X(k)=\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\,
\frac{4\pi C}{|\mathbf k-\mathbf q|^2+\kappa^2}.$$

The given donor radius yields

$$C=\frac{2\times38.10}{0.32\times1.935}=123.1\ \text{meV nm}.$$

First set $\kappa=0$. At $k=0$, the angular integral gives $4\pi$ and the factors $q^2$ cancel:

$$X(0)=\frac{4\pi\,4\pi C}{8\pi^3}\int_0^{k_F}dq=\frac{2Ck_F}{\pi}.$$

At $k=k_F$, integrate over the angle and write $q=k_Fx$:

$$X(k_F)=\frac{Ck_F}{\pi}\int_0^1x\ln\frac{1+x}{1-x}\,dx=\frac{Ck_F}{\pi}.$$

The last integral is 1, because its integrand is the derivative of $x+\frac12(x^2-1)\ln[(1+x)/(1-x)]$. The bottom is lowered more than the Fermi level, so bare exchange widens the occupied band by

$$X(0)-X(k_F)=\frac{Ck_F}{\pi}=31.0\ \text{meV}.$$

This is a large correction, but the other electrons screen the interaction. In the Thomas–Fermi approximation, a slowly varying electron potential energy $V$ changes the density by $-(dn/dE_F)V$. Poisson's equation then becomes $\nabla^2V=\kappa^2V$ away from the external charge, with

$$\kappa^2=4\pi C\frac{dn}{dE_F}=4\pi C\,\frac{3n}{2E_F}=3.12\ \text{nm}^{-2}.$$

The screening length is $\lambda=1/\kappa=0.566$ nm. Numerical integration with this $\kappa$ reduces the widening to 0.5 meV.

The strong reduction follows from the short range of the interaction. For momentum transfers $p$ small compared with $\kappa$,

$$\frac1{p^2+\kappa^2}\approx\frac1{\kappa^2}-\frac{p^2}{\kappa^4}.$$

The first term lowers all states equally. The average of $p^2=|\mathbf k-\mathbf q|^2$ over the filled sphere is $k^2+\frac35k_F^2$, and one spin in one valley has density $n/12$. Hence

$$X(0)-X(k_F)\approx4\pi C\,\frac n{12}\,\frac{k_F^2}{\kappa^4}\approx0.8\ \text{meV}.$$

This estimate is only rough, because $(2k_F/\kappa)^2=0.8$ is not small. It nevertheless shows why screened exchange mainly shifts the band. The Thomas–Fermi form is itself rough here, because momentum transfers reach $2k_F$, where the electrons screen less than it assumes. With the static Lindhard dielectric function the widening becomes 0.3 meV. For ellipsoidal valleys with the masses of (d) it depends on the point of the Fermi surface: about 26 to 37 meV without screening and 0.3 to 1.0 meV with Thomas–Fermi screening. The value 0.5 meV therefore gives only the scale of the effect. Dynamic screening and the finite lifetime of the vacancy left in the Fermi sea are also outside this estimate.

### (f) Donor disorder and the real layer

Let the donors be placed independently, each with potential energy $-Ce^{-\kappa r}/r$. The variance of their summed potential at a point is

$$V_{\rm rms}^2=n\int_0^\infty4\pi r^2\frac{C^2e^{-2\kappa r}}{r^2}\,dr
=2\pi nC^2\lambda,$$

which gives $V_{\rm rms}=73.4$ meV. This is comparable with $E_F$, but it is not the electron level broadening. A classical local band edge requires the potential to vary slowly over an electron wavelength, whereas here $k_F\lambda=0.447$. The electron averages over the short-range fluctuations.

A better measure at the Fermi level is the scattering width $\Gamma=\hbar/\tau$. Scattering conserves spin, and transfer between valleys is neglected. The available density of states is then $N_1=(3n/2E_F)/12$. Fermi's golden rule gives

$$\Gamma=2\pi nN_1(4\pi C)^2
\left\langle\frac1{(p^2+\kappa^2)^2}\right\rangle,$$

where $p^2=2k_F^2(1-\cos\theta)$. With $s=\kappa^2+p^2$, so that $ds=-2k_F^2\,d(\cos\theta)$, the angular average is

$$\frac1{4k_F^2}\int_{\kappa^2}^{\kappa^2+4k_F^2}\frac{ds}{s^2}
=\frac1{\kappa^2(\kappa^2+4k_F^2)}.$$

The result is $\Gamma=14.4$ meV. Summing partial waves $l=0$ to 4 for the same potential, instead of using the Born approximation, gives 22.4 meV. The donor potential is thus too strong for an accurate Born result, although one screened donor does not bind an electron in this isotropic model. To see this, let $u(r)$ be $r$ times the zero-energy $s$-wave function. At $\lambda/a=0.293$, $u$ has no node out to $60a$ and is still rising there. Beyond the range of the potential $u$ is a straight line, so no node follows farther out.

Both widths are rough for another reason: Thomas–Fermi screening assumes a slowly varying potential, whereas here $\kappa$ is more than twice $k_F$. In addition, a self-consistent donor potential must attract exactly one electron, which requires the Friedel sum $(12/\pi)\sum_l(2l+1)\delta_l$ to equal 1. The Born phase shifts satisfy this, but the exact phase shifts of the same potential give 1.20. Raising $\kappa^2$ by 20% to restore the rule lowers the partial-wave width to about 17 meV. Static Lindhard screening gives about 37 meV without this adjustment and about 23 meV with it.

A width of 17 to 23 meV is 20 to 30% of $E_F$. It measures how strongly disorder blurs the relation between energy and wave vector. Static disorder of the electrons does not by itself round the upper edge of the spectrum. At $T=0$ the exact levels of the disordered layer are still filled up to one sharp Fermi energy, and the emission obeys no wave-vector rule. Disorder of the hole energies, or a density that varies across the layer, would round that edge. The lower edge is affected directly. In the Born expression, at fixed $\kappa$, $\Gamma(k)\propto k$ for small $k$, while the kinetic energy varies as $k^2$. Their ratio grows as $1/k$, so the sharp parabolic band bottom cannot survive, and a tail is expected there. The calculation does not give the shape of that tail. The donors also shift the levels unequally. Treating them as independent scatterers, the shift beyond first order lowers the valley bottom by about 22 meV and the states at $k_F$ by about 8 meV. This rough estimate suggests a widening of the occupied range of order 10 meV, far more than screened exchange gives.

The band parameters used here are rough values for silicon. A real diffused layer has a density that varies with depth, so its luminescence can combine different Fermi energies, weighted by where the holes recombine; a region at half the stated density would contribute a base width of about 47 meV. Real layers also break the assumption of a perfect band. The scattering width of 22 meV belongs to the isotropic model with static screening; it leaves out valley anisotropy, the donor core and transfer between valleys, and the width in a real layer can be considerably larger. An added phonon replica extends the ideal span to 132 meV, and in the parabolic model of (c) a temperature of 300 K raises the single-branch FWHM to 110 meV. Donor correlations and disorder of the hole states have not been estimated.

The value 74 meV is therefore the ideal electron-filling contribution to the base width of one low-temperature branch. It is not a prediction of the complete measured width. The computed values are collected in the numerical output.

## Computed results

```
electron density: 1.0e+20 cm^-3
valleys: 6
mass of one valley: 0.32 m_e
hbar^2/(2 m_e): 38.100 meV nm^2
density per valley: 1.6667e+19 cm^-3
Fermi wave vector: 0.7902 nm^-1
Fermi energy = base width: 74.35 meV
Fermi energy from box levels: 74.35 meV
ideal FWHM, 3/4 of base width: 55.76 meV
mean energy / E_F from box: 0.6000
photon fraction below E_F/4 from box: 0.1250
mistake, one valley only: 245.50 meV
all-valley mass: 1.057 m_e
all-valley mass, one valley: 74.35 meV
mistake, all-valley mass and six valleys: 22.52 meV
k_B T at 4 K: 0.345 meV
thermal FWHM at 0.4 K: 55.84 meV
thermal FWHM at 4 K: 56.38 meV
thermal FWHM at 77 K: 63.91 meV
thermal FWHM at 300 K: 110.13 meV
rough longitudinal mass: 0.92 m_e
rough transverse mass: 0.19 m_e
ellipsoid density-of-states mass: 0.3214 m_e
E_F with ellipsoid masses: 74.02 meV
same from box levels: 74.03 meV
rough nonparabolicity: 0.50 eV^-1
E_F with nonparabolicity: 71.78 meV
pumped hole density: 1.0e+17 cm^-3
rough hole mass: 0.55 m_e
hole filling energy: 1.43 meV
rough TO phonon energy: 58 meV
span of no-phonon plus TO branches: 132.4 meV
relative permittivity: 11.7
screening length: 0.566 nm
k_F times screening length: 0.447
donor radius, isotropic mass: 1.935 nm
screening length / donor radius: 0.293
bare exchange change of bandwidth: 30.96 meV
screened exchange change of bandwidth: 0.51 meV
rms screened donor potential: 73.4 meV
scattering width at E_F, Born: 14.4 meV
scattering width at E_F, partial waves: 22.4 meV
```
